# Ballistic to Diffusive Transmission in an Isotropic Three-Dimensional Conductor, part 1

(Sections cited here and not found follow in the second part.)

## First half: the transmission relation

### A conductor with two directions of motion

Let carriers move only forward or backward along a wire of length $L$. A carrier travels a mean distance $\lambda$ between collisions, and each collision sends it forward or backward with equal probability. Let $f_+(x)$ and $f_-(x)$ be the occupations of the two directions. The left contact supplies $f_+(0)=1$, and the right contact supplies $f_-(L)=0$.

Each collision replaces the occupation of a direction by the average $(f_++f_-)/2$. For the forward carriers,

$$
\frac{df_+}{dx}=-\frac{1}{\lambda}\left(f_+-\frac{f_++f_-}{2}\right)
=-\frac{f_+-f_-}{2\lambda}.
$$

The backward carriers move toward smaller $x$, so their derivative carries the opposite sign:

$$
-\frac{df_-}{dx}=-\frac{1}{\lambda}\left(f_--\frac{f_++f_-}{2}\right)
\quad\Longrightarrow\quad
\frac{df_-}{dx}=-\frac{f_+-f_-}{2\lambda}.
$$

Both derivatives are equal, so the net flow $J=f_+-f_-$ does not depend on $x$. Integrating the first equation gives $f_+(L)=1-JL/(2\lambda)$. At the right end $f_-=0$, hence $f_+(L)=J$. Therefore

$$
J=1-\frac{JL}{2\lambda},\qquad
T=J=\frac{2\lambda}{2\lambda+L}.
$$

The incident flow is 1, which is why $T=J$. The length $2\lambda$ is the mean distance between reversals, since half of the collisions leave the direction unchanged. In this case the form $L_0/(L_0+L)$ holds at every length, with $L_0=2\lambda$.

In three dimensions the carriers have a continuous range of directions. Two things then change. The characteristic length becomes $4\lambda/3$, and the simple form becomes an interpolation with correct limits instead of the solution at every length. The derivation below separates these two effects.

### The three-dimensional model

The conductor has length $L$, cross-section $A$ and a spherical Fermi surface of radius $k_F$. The electrons are degenerate and have mass $m_{\rm e}$ and speed $v_F=\hbar k_F/m_{\rm e}$. Scattering is elastic and isotropic: after a collision all directions are equally likely. The mean free path is $\lambda=v_F\tau$, where $\tau$ is the mean time between collisions.

The contacts absorb every carrier that reaches them, and they fill all states entering the conductor up to their own Fermi levels. The side walls preserve the momentum along the wire, as smooth, specularly reflecting walls do. The occupation is then taken to be uniform over the cross-section. Interference between scattered waves is ignored, so localization is outside the model.

Let $\mu$ be the cosine of the angle between the velocity and the wire axis. Positive $\mu$ means motion from left to right. At a total energy between the two contact Fermi levels, the left contact supplies occupation 1 and the right contact supplies occupation 0. The function $f(x,\mu)$ is the occupation at such an energy.

A voltage also produces an electric field. The field does not change the total energy of a carrier, which labels $f$. It does bend the path and alter the speed, but these changes are proportional to the voltage. The energy window that carries the current is itself proportional to the voltage, so their effect on the current is of second order. It is dropped in linear response.

### From transmission to conductance

For a square section of side $W$ with periodic side walls, the transverse wave vectors form a grid of spacing $2\pi/W$. Each allowed point occupies an area $4\pi^2/A$. The propagating modes fill a disk of radius $k_F$, so the number of modes per spin is

$$
M=\frac{\pi k_F^2}{4\pi^2/A}=\frac{k_F^2A}{4\pi}.
$$

This replaces a count of grid points by an area, which requires $k_FW\gg1$.

The direction of a mode follows from its transverse wave number, $k_\perp^2=k_F^2(1-\mu^2)$. A ring of the disk has area $|d(\pi k_\perp^2)|=2\pi k_F^2\mu\,d\mu$. Division by $\pi k_F^2$ gives the fraction of modes in $d\mu$:

$$
\text{fraction}=2\mu\,d\mu,\qquad 0<\mu<1 .
$$

The factor $\mu$ is the same factor that relates an isotropic occupation to the flow through a plane. Modes counted equally therefore correspond to carriers weighted by flux.

In one mode of one spin, the number of states per unit length is $dk/(2\pi)$, and the axial speed is $dE/(\hbar\,dk)$. Their product gives a particle flow $dE/h$. If the contact Fermi levels differ by $eV$, the current magnitude, including two spins and a mean transmission $T$, is

$$
I=\frac{2e}{h}MT\,(eV),\qquad
G=\frac{I}{V}=\frac{2e^2}{h}MT .
$$

Here $T$ is the ratio of transmitted to incident flow with all incoming modes equally filled. Define the exit occupation $t(\mu)=f(L,\mu)$ for $\mu>0$. Then

$$
T=\frac{\int_0^1\mu\,t(\mu)\,d\mu}{\int_0^1\mu\,d\mu}
=2\int_0^1\mu\,t(\mu)\,d\mu .
$$

The argument of $t$ is the exit direction, which can differ from the direction in which the same carrier entered.

### The Boltzmann equation

In a steady state, the change of $f$ along a path is balanced by scattering out of and into the direction considered. For elastic scattering between occupations $f$ and $f'$, the exclusion factors combine as

$$
f(1-f')-f'(1-f)=f-f'.
$$

The products cancel, so the equation is linear even though the electrons are degenerate. Averaging $f'$ over the sphere gives

$$
n(x)=\frac12\int_{-1}^{1}f(x,\mu)\,d\mu,
\qquad
v_F\mu\frac{\partial f}{\partial x}=-\frac{f-n}{\tau}.
$$

The factor $1/2$ normalizes the average, because the azimuthal angle contributes no dependence. Now put $s=x/\lambda$ and $\ell=L/\lambda$. Since $v_F\tau=\lambda$,

$$
\mu\frac{\partial f}{\partial s}=-f+n,\qquad
f(0,\mu>0)=1,\qquad f(\ell,\mu<0)=0. \tag{1}
$$

### Two moments

Average equation (1) over all directions. The right side gives $-n+n=0$. Thus

$$
j=\frac12\int_{-1}^{1}\mu f\,d\mu
$$

is independent of $s$, which expresses conservation of carriers. At the right contact the backward half contributes nothing, so

$$
j=\frac12\int_0^1\mu t\,d\mu=\frac12\cdot\frac T2=\frac T4. \tag{2}
$$

Next multiply equation (1) by $\mu$ before averaging. The term containing $n$ vanishes because $\int_{-1}^{1}\mu\,d\mu=0$. With

$$
K(s)=\frac12\int_{-1}^{1}\mu^2f(s,\mu)\,d\mu,
$$

the result is

$$
\frac{dK}{ds}=-j,\qquad K(0)-K(\ell)=j\ell=\frac{T\ell}{4}. \tag{3}
$$

The quantity $K$ is proportional to the flow of axial momentum. It falls linearly because isotropic collisions remove, on average, all the axial momentum a carrier had. No assumption of nearly isotropic occupation has been made.

### The reflected carriers

The value of $K(0)$ requires the occupation leaving through the left contact. A symmetry argument supplies it.

If the right contact is filled and the left one is empty, the solution is the mirror image $f(\ell-s,-\mu)$. To verify this, let $f'$ denote the derivative with respect to the first argument. Then

$$
\mu\frac{\partial}{\partial s}f(\ell-s,-\mu)
=(-\mu)f'(\ell-s,-\mu)
=-f(\ell-s,-\mu)+n(\ell-s),
$$

which is the required equation. Adding the two solutions fills both contacts with occupation 1. The constant $f=1$ also solves that problem. The two agree if the solution is unique.

For uniqueness, let $g$ be the difference of two solutions with the same incoming occupations, and let $\bar g$ be its average over directions. Nothing enters in $g$. Multiply its equation by $g$ and average:

$$
\frac{d}{ds}\left[\frac14\int_{-1}^{1}\mu g^2d\mu\right]
=-\frac12\int_{-1}^{1}g(g-\bar g)d\mu
=-\frac12\int_{-1}^{1}(g-\bar g)^2d\mu .
$$

The last equality holds because the average of $\bar g(g-\bar g)$ is zero. Integrate over the conductor. The left side is nonnegative: at $s=\ell$ only $\mu>0$ contributes, and at $s=0$ only $\mu<0$ contributes, with that term subtracted. The right side is nonpositive. Both must vanish, so $g=\bar g$ does not depend on direction. Its equation becomes $\mu\,dg/ds=0$, so $g$ is constant, and the empty incoming states make that constant zero.

Therefore

$$
f(s,\mu)+f(\ell-s,-\mu)=1. \tag{4}
$$

At $s=0$, with $\mu$ replaced by $-\mu$ and $\mu>0$, this becomes

$$
f(0,-\mu)=1-t(\mu).
$$

### The relation for the transmission

At the left contact, the forward occupation is 1 and the backward occupation is $1-t$. At the right contact, only the forward occupation $t$ is present. Hence

$$
K(0)=\frac12\int_0^1\mu^2\,[1+1-t(\mu)]\,d\mu,
\qquad
K(\ell)=\frac12\int_0^1\mu^2t(\mu)\,d\mu .
$$

Subtracting gives

$$
K(0)-K(\ell)=\int_0^1\mu^2[1-t(\mu)]\,d\mu
=\frac13-\int_0^1\mu^2t(\mu)\,d\mu .
$$

Define the mean cosine of the transmitted carriers, weighted by their flux, as

$$
m=\frac{\int_0^1\mu^2t\,d\mu}{\int_0^1\mu t\,d\mu}. \tag{5}
$$

The denominator is $T/2$, so $\int_0^1\mu^2t\,d\mu=mT/2$. Equation (3) now reads

$$
\frac13-\frac{mT}{2}=\frac{T\ell}{4}.
$$

Multiply by 4 and collect the terms containing $T$:

$$
\frac43=T(\ell+2m),\qquad
T=\frac{4\lambda/3}{L+2m\lambda}. \tag{6}
$$

Equation (6) is exact within the model. It is not yet an explicit formula, because $m$ depends on $L/\lambda$ through the exit distribution.

### Where the interpolation comes from

Suppose that the transmitted carriers fill all forward directions equally. Then $t$ is constant, and

$$
m=\frac{\int_0^1\mu^2d\mu}{\int_0^1\mu\,d\mu}
=\frac{1/3}{1/2}=\frac23 .
$$

Equation (6) becomes

$$
T_{\rm int}=\frac{L_0}{L_0+L},\qquad L_0=\frac{4\lambda}{3}. \tag{7}
$$

This closure is correct when there is no scattering, since the left contact fills all forward directions equally. In a longer conductor it is an approximation to the exit distribution.

The factor $4/3$ can be read as twice the mean cosine $2/3$. In the two-direction conductor every moving carrier has $|\mu|=1$, and the same rule gives $L_0=2\lambda$.

### Resistance and the Drude limit

Let $R_c=h/(2e^2M)$ be the resistance at $T=1$. This is the ballistic contact resistance: it remains when the conductor itself scatters no carriers. Inverting equation (7) gives

$$
R_{\rm int}=\frac{R_c}{T_{\rm int}}
=R_c+R_c\frac{L}{L_0}. \tag{8}
$$

The second term is an Ohmic resistance $\rho L/A$, with

$$
\rho=\frac{R_cA}{L_0}
=\frac{h}{2e^2}\frac{4\pi}{k_F^2}\frac{3}{4\lambda}
=\frac{3\pi h}{2e^2k_F^2\lambda}
=\frac{3\pi^2\hbar}{e^2k_F^2\lambda}.
$$

The last step uses $h=2\pi\hbar$. The Drude result follows independently from the electron density $n_{\rm e}=k_F^3/(3\pi^2)$ and $\tau=m_{\rm e}\lambda/(\hbar k_F)$:

$$
\rho=\frac{m_{\rm e}}{n_{\rm e}e^2\tau}
=m_{\rm e}\,\frac{3\pi^2}{k_F^3e^2}\,
\frac{\hbar k_F}{m_{\rm e}\lambda}
=\frac{3\pi^2\hbar}{e^2k_F^2\lambda}.
$$

The two agree. With the spherical mode count and $\lambda=v_F\tau$, replacing $4\lambda/3$ by $\lambda$ would make the bulk resistivity too large by a factor $4/3$.

## Second half: limits, accuracy and use

### Symbols and results carried forward

Lengths in units of the mean free path are $s=x/\lambda$ and $\ell=L/\lambda$. The direction cosine is $\mu$, the occupation is $f(s,\mu)$, and its average over directions is $n(s)$. The exit occupation is $t(\mu)=f(\ell,\mu)$ for $\mu>0$, and $T=2\int_0^1\mu t\,d\mu$. The Boltzmann equation is $\mu\,\partial f/\partial s=-f+n$, with incoming occupation 1 at the left and 0 at the right. Its solution is unique and obeys $f(s,\mu)+f(\ell-s,-\mu)=1$.

The first half established

$$
T=\frac{4/3}{\ell+2m},\qquad
T_{\rm int}=\frac{4/3}{\ell+4/3},
$$

where $m$ is the flux-weighted mean cosine of the transmitted carriers. The interpolation sets $m=2/3$. The conductance is $G=(2e^2/h)MT$, with $M=k_F^2A/(4\pi)$, and $R_c=h/(2e^2M)$.

### The occupation falls along the conductor

To bound $m$, first write $f$ as an integral over the places where carriers last scattered. For $\mu>0$, integration of the Boltzmann equation gives

$$
f(s,\mu)=e^{-s/\mu}+\int_0^s n(s')e^{-(s-s')/\mu}\frac{ds'}{\mu}.
$$

The first term describes carriers that have not scattered since leaving the left contact. Extend $n$ outside the conductor by $N=1$ for $s<0$ and $N=0$ for $s>\ell$, with $N=n$ inside. The first term is then the part of the same integral with $s'<0$, because $\int_{-\infty}^0e^{-(s-s')/\mu}ds'/\mu=e^{-s/\mu}$. Backward directions give the corresponding integral over $s'>s$. Averaging over both sets of directions gives, inside the conductor,

$$
n(s)=\int_{-\infty}^{\infty}k(s-s')N(s')ds',\qquad
k(u)=\frac12\int_0^1e^{-|u|/\mu}\frac{d\mu}{\mu}.
$$

The kernel $k$ is positive and even, and its integral is 1.

Start an iteration with $N_0=1$ for $s<0$ and $N_0=0$ for $s>0$. At each step, apply the integral inside the conductor and restore the prescribed values outside. Since

$$
\int k(s-s')N_p(s')ds'=\int k(u)N_p(s-u)du,
$$

a nonincreasing $N_p$ produces a nonincreasing result. The result lies between 0 and 1, so restoring the outside values preserves this order.

The first iteration cannot lower the interior values, which started at 0. Because the kernel is positive, no later iteration lowers them either. They are bounded by 1 and therefore converge. The limit satisfies the integral equation, and uniqueness identifies it as the physical $n$. Thus $n(s)$ does not increase from left to right.

Equation (6) gives the transmission exactly within the model once the mean exit cosine $m$ is known, and the occupation $n(s)$ has been shown not to increase from left to right. It remains to use this to bound $m$, to check the short and long limits, and to find how accurate the interpolation (7) is.
